# Can phase-encoded spin-wave majority gates be cascaded directly?

## Question

I am designing a small logic circuit with spin waves. A bit is stored in the phase of a wave: phase $0$ means logic 0 and phase $\pi$ means logic 1. Three waves of equal amplitude and frequency meet in one guide, and the phase of the resulting wave is the majority of the three inputs. I have checked all eight input patterns, and the phase is right every time.

Now I want to send the outputs of three such gates into a fourth. My reasoning is that the information sits in the phase and every first-stage phase is correct, so the fourth gate receives three valid bits and must return their majority. The amplitudes vary, but I never read them. Is this reasoning sound? If it is not, would an amplifier after each gate be enough?

## Answer

The reasoning fails at "I never read them". You do not read the amplitude, but the next gate does: it adds waves, and in a sum a larger wave has a larger vote.

### What one gate delivers

Write each input as $s_j a$, with $s_j=+1$ for logic 0, $s_j=-1$ for logic 1 and a common amplitude $a>0$. Here $a$ is the amplitude that one input alone produces at the output. I assume linear, coherent waves that reach the output over equivalent paths, and that waves turned away at the junction do not come back. A passive junction of three single-mode guides must turn some away. With amplitude transmission $t$ per arm, a unanimous vote sends power $9|t|^2$ out for 3 in, so $|t|\le1/\sqrt3$, and a split vote passes at most $1/9$ of the incoming power. The common factor $t$ changes neither signs nor ratios. The output phase is read from the sign of the component along the reference phase. In units of $a$, the output is

$$S=s_1+s_2+s_3 .$$

If $n$ of the inputs are logic 1, they contribute $-n$ and the others contribute $3-n$, so

$$S=(3-n)-n=3-2n .$$

For $n=0,1,2,3$ this gives $S=3,1,-1,-3$. The sign is the majority in every case, as you found. The magnitude is 3 for a unanimous vote and 1 for a split vote, a factor of 9 in wave power. The output therefore carries the majority in its phase and the unanimity of the vote in its amplitude.

### What the next gate does with unequal amplitudes

Let a gate receive positive amplitudes $a_1\ge a_2\ge a_3$ with signs $s_j$. If all signs agree, the sum has the right sign. Otherwise one input $j$ stands alone against the other two. Measured along the majority direction, the sum is then

$$\sum_{i\ne j}a_i-a_j ,$$

and it must be positive for the gate to be right. The most demanding case is the one in which the largest wave stands alone. The gate is thus correct for all phase patterns if and only if

$$a_1<a_2+a_3 .$$

Equality gives zero amplitude and no decision. For two equal weak waves, the strong one must be less than twice as large. The amplitudes 3, 1, 1 violate this condition. The sets 1, 1, 1 and 3, 3, 1 and 3, 3, 3 satisfy it.

Here is a pattern that fails. Let the three first gates receive 000, 110 and 101. Their logical outputs are 0, 1, 1, so the fourth gate should return 1, which means a negative sum. It forms instead

$$+3-1-1=+1 ,$$

which is logic 0. All three incoming phases were correct, and the result is wrong.

This does not happen for every input. An error needs one unanimous gate opposed by two split gates. For nine independent, equally likely bits, a first gate gives $+3$ with probability $1/8$ and $+1$ with probability $3/8$, and the same holds for the negative values. There are three places for the strong wave and two choices of its sign:

$$P=3\cdot2\cdot\frac18\left(\frac38\right)^2=\frac{54}{512}\approx10.5\,\% .$$

A test with a few convenient patterns can miss this.

### One gate output combined with two fresh inputs

Suppose that only one input of the second gate comes from another gate, and the other two are fresh waves of amplitude $b$. The gate output has amplitude $g=1$ or $3$.

With $b=1$, the gate fails when $g=3$ and both fresh inputs oppose it. The first vote is unanimous with probability $1/4$, and both fresh bits oppose it with probability $1/4$, so the error rate is $1/16$, or 2 patterns in 32.

This case can be repaired without touching the gate output. If a fresh wave is the largest, the condition $b<b+g$ always holds. If the gate output is the largest, we need $g<2b$. The worst value $g=3$ then requires $b>3/2$.

The repair moves the problem downstream. Take $b=2$. When the fresh waves agree with each other, the output magnitude is $4+g$ or $4-g$, that is 7, 5, 1 or 3. When they disagree, they cancel and leave $g$, which is 1 or 3. The amplitude spread has grown from 3 to 7, and fresh inputs at the next gate would need $b>7/2$. Alternatively, keep $b=1$ and attenuate every gate output by a fixed factor $G$. The largest amplitude then obeys $g'=G(2+g)$ and stays below 2 if $G<1/2$; for $G=1/3$ it stays at 1. Identical stages then work in a noiseless chain, but the output shrinks by $G$ each time the two fresh inputs cancel, so noise limits the depth. Normalization is therefore not the only way to make such a connection work, but without it either the drive levels grow from stage to stage or the weakest signal decays.

### Why an ordinary amplifier is not enough

A linear amplifier or attenuator multiplies its input by a fixed factor $G$. Identical ones after the three gates turn $3,1,1$ into $3G,G,G$. The ratio is still 3 and the wrong sign remains. Nor can you choose a smaller gain for the strong wave in advance, because which gate is unanimous depends on the data.

You need a nonlinear element that keeps the phase and removes the amplitude information. The ideal limiter is

$$z\;\longrightarrow\;\frac{z}{|z|} .$$

In the example it gives $+1-1-1=-1$, the correct answer. Since every gate then receives equal amplitudes, the argument for a single gate applies again at each level, as long as the phases stay exactly $0$ or $\pi$. This limiter does not correct phase errors; what they do in a deep tree is discussed below.

### How hard must the limiter be?

Real saturation is gradual. A simple model is a compressor that keeps the phase and changes the amplitude as $|z|\to|z|^p$, with $0<p<1$. After the first stage the amplitude ratio is $3^p$, so the second gate is safe if

$$3^p<2\quad\Longrightarrow\quad p<\frac{\ln2}{\ln3}\approx0.631 .$$

This does not guarantee the third gate. Consider a tree in which each gate is fed by three independent gates, with a compressor after every gate. Suppose the amplitudes entering some level lie between 1 and $r$, in suitable units, and both extremes occur. The smallest correctly signed sum comes from two weak waves against a strong one, $1+1-r=2-r$. The largest comes from three strong waves in agreement, $3r$. After compression the new ratio is

$$r'=f(r)=\left(\frac{3r}{2-r}\right)^p .$$

The common scale drops out, because a power law turns a common factor into another common factor.

Take $p=0.5$. The first ratio is $\sqrt3\approx1.73$, which is below 2, so the second gate works. Its outputs, however, range from $2-\sqrt3=0.27$ to $3\sqrt3=5.20$. Their ratio is about 19, and compression only brings it down to about 4.4. The third gate can fail. The split votes at the second gate are now nearly balanced, and they leave very weak waves.

For a tree of unlimited depth, the ratio must stay below 2 forever. It starts at $r=1$, and $f$ increases with $r$. If $f$ has a fixed point $r_*<2$, then any $r<r_*$ gives $f(r)<f(r_*)=r_*$, and the ratio never passes $r_*$. If there is no fixed point, then $f(r)>r$ throughout $1\le r<2$, since $f(1)=3^p>1$. The ratio grows at every level. It cannot settle below 2, because its limit would be a fixed point, and it cannot creep up to 2, because $f$ diverges there. So it passes 2 after finitely many levels.

A fixed point exists if $f(r)\le r$ somewhere in $1<r<2$. Taking logarithms, with $3r/(2-r)>1$, gives

$$p\le\max_{1<r<2}\frac{\ln r}{\ln[3r/(2-r)]}\approx0.189 ,$$

with the maximum at $r\approx1.62$. At this limit, an increase of 10 % in input amplitude raises the output by only about 2 %. This number belongs to the power law. For another limiter shape the requirement is that the output ratio stays below 2 from level to level. A saturating limiter $\tanh(1.8|z|)$, for instance, settles at a ratio of about 1.15, although its local exponent at the weakest input is about 0.38. Unlike the power law, this limiter depends on the absolute scale. The value holds when the factor 1.8 is the net gain after all link and junction losses, and the margin is thin. Below a net gain of about 1.794 the ratio no longer settles. An extra amplitude loss of about 3.3 % before each limiter lets the 16th or 17th level fail, and an uncompensated junction factor $1/\sqrt3$ lets the fourth fail. The gain must therefore cover these losses with a margin. Slightly softer compression can look sound for a long time: at 1.02 times the limiting exponent, the first level that can fail is the 21st. With $p=0.25$ it is the fifth.

### Does the failure survive in a damped, driven film?

Ideal sums ignore damping, so consider a model film magnetized along its normal $z$, with waves running along $x$. The thickness is $d=20$ nm, the guide width 500 nm and the wavelength 200 nm. The magnetization is $M_s=140$ kA/m, the exchange stiffness $A=3.5$ pJ/m, the Gilbert damping $\alpha=5\times10^{-4}$ and the static internal field $B_\text{int}=50$ mT.

The unit magnetization vector obeys

$$\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B+\alpha\,\mathbf m\times\dot{\mathbf m},$$

with $\gamma>0$. For small $m_x,m_y$ varying as $e^{i(kx-\omega t)}$ we set $m_z=1$. Exchange gives the transverse field $-(2A/M_s)k^2(m_x,m_y)$. The variation of $m_x$ along $x$ also creates magnetic charge, which gives the field $-\mu_0M_sF\,m_x$ along $x$. To find $F$, write the dynamic magnetic field as $-\nabla\psi$, with $z=0$ at mid-thickness and $k>0$. For $m_x$ uniform through the thickness, the potential obeys $\partial_z^2\psi-k^2\psi=ikM_sm_x$ inside the film and falls off as $e^{-k|z|}$ outside. To first order $m_z$ is constant, so $\psi$ and $\partial_z\psi$ are both continuous at the surfaces. This gives, inside the film,

$$\psi=-\frac{iM_sm_x}{k}\left[1-e^{-kd/2}\cosh kz\right].$$

The field along $x$ is $-ik\psi=-M_sm_x[1-e^{-kd/2}\cosh kz]$. Averaging the bracket from $z=-d/2$ to $d/2$ gives

$$F=1-\frac{1-e^{-kd}}{kd} .$$

Inserting these fields, the two transverse components become

$$\dot m_x=-\omega_y m_y-\alpha\dot m_y,\qquad \dot m_y=\omega_x m_x+\alpha\dot m_x,$$

$$\omega_y=\gamma\left(B_\text{int}+\frac{2A}{M_s}k^2\right),\qquad \omega_x=\omega_y+\omega_MF,\qquad \omega_M=\gamma\mu_0M_s .$$

Replace each time derivative by $-i\omega$ and multiply the two equations:

$$\omega^2=(\omega_x-i\alpha\omega)(\omega_y-i\alpha\omega).$$

Put $\omega=\omega_0-i\Gamma$ and keep first order in $\alpha$ and $\Gamma$. The real part gives $\omega_0^2=\omega_x\omega_y$. The imaginary part gives $2\omega_0\Gamma=\alpha\omega_0(\omega_x+\omega_y)$, so

$$\Gamma=\frac{\alpha}{2}(\omega_x+\omega_y).$$

An antenna fixes a real frequency, so the decay appears in space. With $k=k_0+i\kappa$ and group velocity $v_g$, the condition that the frequency is real reads $v_g\kappa=\Gamma$. The amplitude decay length is $1/\kappa=v_g/\Gamma$.

Here $\omega_x/2\pi=4.054$ GHz and $\omega_y/2\pi=2.784$ GHz, hence $\omega_0/2\pi=\sqrt{4.054\times2.784}=3.36$ GHz. The group velocity is 648 m/s and the lifetime $1/\Gamma$ is 93.1 ns, which gives a decay length of $648\times93.1\times10^{-9}$ m, or 60 µm. Summing the driven linear response over wavenumber gives the same decay length. These values treat the film as laterally infinite. For a 500 nm strip with a width-uniform profile and the same mean internal field, the frequency is about 3.41 GHz and the group velocity about 640 m/s. If the width profile is allowed to adjust to the nonuniform static field, with unpinned edges, the lowest mode lies at about 3.27 GHz with about 645 m/s. Five width modes can propagate at that frequency, so treating this guide as single-mode is an idealization.

Let each first gate consist of three antennas in line, 400 nm apart, with the output 2 µm beyond the last. The wave loses 3.3 % over those 2 µm. The antenna nearest the output counts slightly more than the farthest, since $400\text{ nm}/60\text{ µm}\approx0.7\,\%$ is lost per spacing. In units of the mean single-antenna wave, the three outputs of the example are $+3.000$, $-0.987$ and $-1.000$. Through equal paths they add to

$$3.000-0.987-1.000=+1.013 ,$$

which is still the wrong bit. With ideal limiters the sum is $-1.000$. Enumerating all 512 patterns with these damped waves gives 54 errors without limiters and none with them.

### Could phase errors or noise change the verdict?

Let the strong wave slip by a phase $\varphi$ relative to the two weak ones. The component that decides the bit is $3\cos\varphi-2$. The wrong sign persists until

$$\cos\varphi=\frac23,\qquad \varphi=48.2^\circ ,$$

or $48.5^\circ$ with the damped waves above. Three sources of slip can be sized for the 2 µm path.

**Amplitude.** Let one antenna excite a precession cone of $\theta=1^\circ$, so that the unanimous wave has $3^\circ$. For an estimate, take circular precession and leave out $F$. A tilted magnetization has a smaller normal component, so the static demagnetizing field is $-\mu_0M_s\cos\theta$. The exchange field is $-(2A/M_s)k^2(\mathbf m-\hat{\mathbf z}\cos\theta)$; its part along $\mathbf m$ exerts no torque, and the rest acts like a field along $z$. With applied field $B_a=B_\text{int}+\mu_0M_s$,

$$\omega(\theta)=\gamma\left[B_a-\mu_0M_s\cos\theta+\frac{2A}{M_s}k^2\cos\theta\right].$$

Subtracting the value at $\theta=0$ and defining $\lambda=2A/(\mu_0M_s^2)$ gives

$$\Delta\omega=\omega_M(1-\lambda k^2)(1-\cos\theta).$$

With $\omega_M/2\pi=4.93$ GHz and $\lambda k^2=0.28$, the strong wave is shifted by 4.3 MHz more than a weak one. Keeping $F$ and the elliptical precession lowers this to between 3.3 and 4.0 MHz, depending on how the cone angle is defined. At fixed drive frequency this becomes a wavenumber change of magnitude $\Delta\omega/v_g$. Over a length $L$ the slip is $\Delta\omega L/v_g$, or

$$360^\circ\times\frac{4.32\times10^6\times2\times10^{-6}}{648}\approx5^\circ .$$

**Path length.** An error of 5 nm gives $360^\circ\times5/200=9^\circ$.

**Temperature.** If one guide is warmer, its magnetization is lower. A drop of 0.2 %, roughly what 1 K does in a garnet near room temperature, gives about $13^\circ$ at fixed applied field and fixed $A$. If $A$ falls as well, the slip is smaller: about $10^\circ$ for $A\propto M_s$ and $7^\circ$ for $A\propto M_s^2$.

If all three add with the same sign, the slip is $27^\circ$, and the second gate still returns the wrong bit. A larger temperature difference could push the slip past $48^\circ$ and turn this particular answer right, but that would be an accident and not a repair.

With normalized waves, the correct result survives any slip below $90^\circ$ in one wave. If one of three unit waves slips by $\varphi$, the component along the correct direction is $2+\cos\varphi$ for a unanimous vote, $2-\cos\varphi$ if the slipped wave is the minority, and $1+\cos\varphi-1=\cos\varphi$ if it belongs to the majority. All are positive for $|\varphi|<90^\circ$. If both majority waves of a split vote slip, the component is $2\cos\varphi-1$ and the margin is only $60^\circ$.

This margin is for one gate. A limiter passes the output phase on, and a split vote enlarges phase errors. For small $\varphi$, the sum $2-e^{i\varphi}$ has phase about $-\varphi$ and $2e^{i\varphi}-1$ has phase about $2\varphi$, so the worst-case spread roughly triples per level. The amplitude-dependent slip of about $5^\circ$ alone gives spreads of about $5^\circ$, $14^\circ$, $41^\circ$ and $97^\circ$ over the first four levels, and it can produce a wrong bit by the sixth level even with ideal limiters. A deep tree therefore needs the phase restored as well as the amplitude.

Thermal magnons do not explain the error either. For circular precession each magnon lowers the moment along $z$ by $\gamma\hbar$ (about 2 % more for the elliptical precession here), so a pulse of volume $V$ contains

$$N=\frac{M_sV(1-\cos\theta)}{\gamma\hbar}$$

magnons. For a 20 ns pulse, 13 µm long, this is $1.5\times10^5$ in the unit wave. One matched mode at 300 K holds about $n=1860$ thermal magnons, half of them in the quadrature that decides the bit. Relative to the unit amplitude $\sqrt N$, three independent guides contribute an rms noise of $\sqrt{3n/2N}\approx0.14$. The wrong sum of 1.013 lies about 7 standard deviations from zero (7.4 in this circular estimate; with ellipticity 6.7, 7.3 or 8.1 if $1^\circ$ is taken as the major-axis, rms or minor-axis angle). With the $27^\circ$ slip included, the sum drops to about 0.69, or about 5 standard deviations. In this model the gate is wrong reproducibly. Detector noise is not included.

### How this compares with a real film

The magnetization, stiffness and damping are round values in the rough range of thin, low-damping garnet films. The antenna field, with a Gaussian standard deviation of 40 nm, is narrow for a microwave line. Metallic films usually have damping about ten times larger or more. With tenfold damping and all else fixed, the decay length would be about 6 µm. The loss common to equal paths drops out. The unequal distances of the in-line antennas spread the strong-to-weak ratio over about 2.6 to 3.5, which is still above 2, and the 54 errors remain. At higher damping the split votes themselves become unequal enough to outvote one another, and the count rises: 60 errors at thirtyfold damping and 66 at 39-fold. At fortyfold damping the smallest ratio just drops below 2 and the count is 72.

Clean transmission is a further assumption that a real device may violate. Junctions reflect, and a guide wider than the wavelength can carry several width modes. Suppose these effects change each first-stage output by at most a fraction $\rho$ of its own amplitude, in any phase. The strong wave still contributes at least $3(1-\rho)$, and the two weak ones oppose it with at most $2(1+\rho)$. With no other phase slip, the wrong result is certain as long as

$$3(1-\rho)>2(1+\rho)\quad\Longrightarrow\quad\rho<\frac15 .$$

If the strong wave has also slipped by $27^\circ$, the condition becomes $3(\cos27^\circ-\rho)>2(1+\rho)$, or $\rho<0.135$. For normalized waves with the same kind of disturbance after the limiter, the hardest vote is two reduced waves against one enhanced wave. It stays correct if $2(1-\rho)>1+\rho$, that is $\rho<1/3$.

For your circuit, then, put a phase-preserving limiter or a regenerating repeater between the stages, and check its output amplitude for both unanimous and split votes. If you connect only two stages, the amplitude ratio must stay below 2, or below $2\cos\varphi$ if both weak waves may slip by $\varphi$; for $27^\circ$ this is 1.78. For a deep tree, the amplitude ratio must stay below 2 at every level, which for a power-law compressor is the stricter condition above. Phase errors must also be reset, and how often depends on the slip per link. With ideal limiters and a slip between 0 and $9^\circ$ on every link, the fourth level can fail. With up to $27^\circ$ the third level can fail, so the phase must then be reset after every gate. A phase-preserving limiter does not do this. A repeater does it only if it moves the phase to the nearer of $0$ and $\pi$; one whose output phase is fixed by its pump alone erases the bit. The numerical output below lists the gate outputs and the sizes of the neglected effects.

## Numbers as computed

```
Ms = 140 kA/m, A_ex = 3.5 pJ/m, alpha = 5.0e-04
thickness 20 nm, width 500 nm, wavelength 200 nm
internal field 50 mT, applied 225.9 mT
antenna sigma 40 nm, spacing 400 nm, path 2.0 um
k0 = 31.42 rad/um, dipolar factor F = 0.2575
w_x/2pi = 4.054 GHz, w_y/2pi = 2.784 GHz
w_M/2pi = 4.930 GHz, lambda_ex*k0^2 = 0.2805
frequency = 3.360 GHz, group velocity = 648.4 m/s
amplitude lifetime = 93.1 ns
decay length: formula 60.36 um, driven wave 60.36 um
amplitude lost over path = 3.26 %
First gate: bits, output real part, imaginary part (unit waves), decision
  (0, 0, 0)  +3.0000  -0.0000  0
  (0, 0, 1)  +0.9867  +0.0000  0
  (0, 1, 0)  +1.0000  -0.0000  0
  (0, 1, 1)  -1.0132  +0.0000  1
  (1, 0, 0)  +1.0132  -0.0000  0
  (1, 0, 1)  -1.0000  +0.0000  1
  (1, 1, 0)  -0.9867  -0.0000  1
  (1, 1, 1)  -3.0000  +0.0000  1
strong/weak amplitude ratio: 2.961 to 3.040
Second gate example, first-stage inputs: [(0, 0, 0), (1, 1, 0), (1, 0, 1)]
  wanted bit 1
  raw sum real part +1.0132, bit 0
  limited sum real part -1.0000, bit 1
errors in 512 patterns: raw 54 (10.55 %), predicted 54, limited 0
one gate output + two unit inputs: 2 errors in 32 (6.25 %)
compressor: second gate safe for p < 0.6309
compressor: any depth safe for p <= 0.1893, limiting ratio 1.6214
first gate level that can fail: p=1: 2, p=0.5: 3, p=0.25: 5
first failing level at 1.02 times the deep limit: 21
cone angle: unit 1.0 deg, strong 3.0 deg
nonlinear shift, strong minus weak = 4.32 MHz
phase slip, nonlinear = 4.80 deg
phase slip, 5 nm path error = 9.00 deg
phase slip, 0.2 % drop of Ms (about 1 K, rough) = 13.11 deg
sum of slips = 26.90 deg
slip that flips the wrong bit: driven waves 48.53 deg, ideal 48.19 deg
pulse 20 ns, length 12.97 um, temperature 300 K
magnons in unit wave 1.489e+05, thermal magnons 1860
noise of three-wave sum (rms, unit waves) = 0.137
wrong-sum margin = 7.4 standard deviations
```
